# A pseudo core kinetic-energy density for silicon and the von Weizsäcker bound

## Problem

A meta-GGA functional depends on the density $n$, its gradient and the kinetic-energy density

$$
\tau=\tfrac12\sum_i f_i|\nabla\psi_i|^2 ,
$$

where $f_i\ge0$ are occupations. In the projector augmented-wave (PAW) method the smooth part of the calculation then needs two core functions: a pseudo core density $\tilde n$ and a pseudo core kinetic-energy density $\tilde\tau$. Both must equal the true core functions beyond a radius $r_c$, so that the one-centre corrections can be confined to the sphere. Inside they may be chosen freely, and then they need no longer come from a common set of orbitals. The inequality obeyed by every orbital-based pair,

$$
\tau\ \ge\ \tau_W[n]=\frac{|\nabla n|^2}{8n},
$$

must therefore be checked for the chosen pair. If it fails for the total density, the variable $\tau-\tau_W$ becomes negative, outside the range for which functionals built on it are designed.

Hartree atomic units are used. The reference is a spherical, spin-unpolarized, non-relativistic silicon atom in the local-density approximation (Slater exchange, VWN correlation) with core $1s^22s^22p^6$. At $r_c=1.20$ bohr (0.635 Å), close to the radius 1.213 bohr where core and valence densities are equal, the true core has

$$
n=0.05397\ \text{bohr}^{-3},\quad \tau=0.29981,\quad \tau_W=0.27035\ \text{Ha/bohr}^3 .
$$

Let $s=r^2$ and $s_c=r_c^2=1.44$ bohr².

(a) Construct $\tilde n$ and $\tilde\tau$ as cubic polynomials in $s$ that join the true functions with three continuous derivatives.

(b) Decide whether $\tilde\tau\ge\tau_W[\tilde n]$ at every $r<r_c$.

(c) Keep $\tilde\tau$ fixed and pseudize the density at a smaller radius $r_n$. Does the bound survive, and if not, what does a repair cost?

## First estimate by scaling

For a spherical density $\tau_W=(n'/n)^2n/8$, so the data at $r_c$ give

$$
\left|\frac{n'}{n}\right|=\sqrt{\frac{8(0.27035)}{0.05397}}=6.33\ \text{bohr}^{-1}.
$$

A smooth spherical function is a function of $s$ near the origin. Since $dn/dr=2r\,dn/ds$, the dimensionless decay rate in $s$ is

$$
\lambda=-\frac{s_c}{n}\frac{dn}{ds}\bigg|_{s_c}=\frac{r_c}{2}\left|\frac{n'}{n}\right|=3.80 .
$$

Suppose that both pseudo functions grow inward with this one rate. With $u=1-s/s_c$, which runs from 0 at $r_c$ to 1 at the nucleus,

$$
\tilde n\approx n(r_c)e^{\lambda u},\qquad \tilde\tau\approx\tau(r_c)e^{\lambda u}.
$$

Then $\tilde n'/\tilde n=-2r\lambda/s_c$, and the exponentials cancel in the ratio:

$$
\frac{\tau_W[\tilde n]}{\tilde\tau}\approx\frac{4r^2\lambda^2}{8s_c^2}\,\frac{n(r_c)}{\tau(r_c)}
=\frac{\tau_W(r_c)}{\tau(r_c)}\left(\frac r{r_c}\right)^2=0.902\left(\frac r{r_c}\right)^2 .
$$

The estimate says that the bound holds, with the tightest point at the matching radius. It also gives $\tilde\tau(0)\approx0.300\,e^{3.80}\approx13$ Ha/bohr³. It proves nothing about the cubic polynomials, whose slopes differ from those of an exponential.

## Exact solution

**The true core.** For a closed shell, $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$. Applying the angular Laplacian to this constant gives $0=2\sum_m|\nabla_\Omega Y_{lm}|^2-2l(l+1)\sum_m|Y_{lm}|^2$, which fixes the angular gradient. Radial and angular gradients are orthogonal, so with shell occupations $f_i$ and radial functions $R_i$

$$
n=\sum_i\frac{f_iR_i^2}{4\pi},\qquad
\tau=\sum_i\frac{f_i}{8\pi}\left[R_i'^2+\frac{l_i(l_i+1)R_i^2}{r^2}\right].
$$

Put $A_i=\sqrt{f_i}R_i$ and $B_i=\sqrt{f_i}R_i'$. Since $n'=\sum A_iB_i/2\pi$,

$$
\tau_W=\frac{(\sum_iA_iB_i)^2}{32\pi^2n}.
$$

The radial part of $\tau$ is $\sum B_i^2/8\pi$. Multiplying and dividing it by $4\pi n=\sum A_i^2$ gives $\sum A_i^2\sum B_i^2/(32\pi^2n)$. Lagrange's identity, $\sum A_i^2\sum B_i^2-(\sum A_iB_i)^2=\sum_{i<j}(A_iB_j-A_jB_i)^2$, then yields the excess

$$
D=\tau-\tau_W=\sum_{i<j}\frac{f_if_j(R_iR_j'-R_jR_i')^2}{32\pi^2n}+\sum_i\frac{f_il_i(l_i+1)R_i^2}{8\pi r^2}\ \ge0 .
$$

At $r_c$ the $2p$ shell makes $D$ strictly positive: $D(r_c)=0.0295$ Ha/bohr³, or 9.8 % of $\tau(r_c)$.

**(a) The polynomials.** The map $r\mapsto s$ is smooth and invertible at $r_c>0$, so matching three derivatives in $r$ is the same as matching three in $s$. A cubic has four coefficients, and four conditions at one point fix it as the Taylor polynomial

$$
\tilde F(s)=\sum_{k=0}^{3}\frac{F^{(k)}(s_c)}{k!}(s-s_c)^k .
$$

For silicon, with $r$ in bohr,

$$
\begin{aligned}
\tilde n&=1.42167-2.25734r^2+1.25532r^4-0.24118r^6,\\
\tilde\tau&=8.43214-13.50011r^2+7.55098r^4-1.45677r^6 .
\end{aligned}
$$

Only even powers occur, so both are smooth at the nucleus. The omitted remainder should shrink as $u^4$. Halving $u$ from 0.04 to 0.02 gives an observed exponent of 4.04 for both functions.

Substituting $r^2=s_c(1-u)$ turns the polynomials into

$$
\begin{aligned}
\tilde n&=0.05397+0.20499u+0.44256u^2+0.72016u^3,\\
\tilde\tau&=0.29981+1.17440u+2.60803u^2+4.34990u^3 .
\end{aligned}
$$

For example, the cubic coefficient of $\tilde n$ is $0.24118\,s_c^3=0.24118(2.98598)=0.72016$. All coefficients are positive, so both functions are positive and increase monotonically toward the nucleus.

**(b) The bound.** From $d\tilde n/dr=2r\,d\tilde n/ds$ and $d\tilde n/ds=-\tilde n_u/s_c$, where $\tilde n_u=d\tilde n/du$,

$$
\tau_W[\tilde n]=\frac{s}{2\tilde n}\left(\frac{d\tilde n}{ds}\right)^2=\frac{(1-u)\tilde n_u^2}{2s_c\tilde n}.
$$

Because $\tilde n>0$, multiplication by $2s_c\tilde n$ preserves the inequality. The bound is equivalent to

$$
G(u)=2s_c\tilde n\tilde\tau-(1-u)\tilde n_u^2\ \ge0,\qquad 0\le u\le1 .
$$

The two parts are, by multiplying out with $2s_c=2.88$ and $\tilde n_u=0.20499+0.88511u+2.16048u^2$,

$$
\begin{aligned}
2s_c\tilde n\tilde\tau={}&0.0466+0.3595u+1.4808u^2+4.3345u^3\\
&+8.3280u^4+10.9535u^5+9.0220u^6,\\
(1-u)\tilde n_u^2={}&0.0420+0.3209u+1.3063u^2+2.1554u^3\\
&+0.8431u^4-4.6677u^5 .
\end{aligned}
$$

Their difference is

$$
\begin{aligned}
G={}&0.0046+0.0387u+0.1745u^2+2.179u^3\\
&+7.485u^4+15.62u^5+9.02u^6 .
\end{aligned}
$$

Every coefficient is positive. Hence $G>0$ for all $u\ge0$, and the bound holds everywhere inside, between grid points as well. A separate root search also finds no zero in the interval. The constant term is $2s_cn(r_c)D(r_c)=2.88(0.05397)(0.02946)=0.0046$, which is the true core's own excess carried over to the polynomials.

The role of $D(r_c)$ can be followed just inside the edge. Let the next Taylor term of the true density be $a_4u^4$. Dropping it changes $n$ at order $u^4$, but it lowers $n_u$ by $4a_4u^3$. With $a_0=n(r_c)$ and $a_1=\lambda a_0$,

$$
\tilde\tau-\tau_W[\tilde n]=D+\frac{4a_1a_4}{s_ca_0}u^3+O(u^4).
$$

For a core consisting of a single $s$ shell, $D=0$ everywhere. The sign of $a_4$ then decides whether the bound holds next to $r_c$: a positive $a_4$ helps, a negative one violates it. Silicon does not depend on this sign near the edge, because $D(r_c)>0$.

The same construction also satisfies the bound at the other radii examined, $r_c=0.9$, 1.0, 1.5 and 1.8 bohr. The largest ratio $\tau_W/\tilde\tau$ rises from 0.847 to 0.945 across that range, so the relative margin narrows with increasing $r_c$.

**(c) A harder density.** Now $\tilde\tau$ stays as above, while the density remains true down to $r_n<r_c$. In the shell $r_n<r<r_c$ the requirement is $\tilde\tau\ge\tau_W[n]=\tau-D$. It fails where the amount removed from the kinetic-energy density, $\tau-\tilde\tau$, exceeds $D$.

To estimate where this starts, let the true $\tau$ grow inward as $e^{6.33(r_c-r)}$ (with $r$ in bohr) and keep $\tau_W/\tau$ at its edge value 0.902. Failure then begins when $\tilde\tau/\tau$ drops below 0.902. At $r=0.95$ bohr the polynomial gives $\tilde\tau=1.328$ and the exponential $\tau=1.459$ Ha/bohr³, a ratio of 0.910. At 0.94 bohr the ratio is $1.394/1.555=0.897$. The estimated threshold is thus about 0.94 bohr. This considers only the shell; the pseudized density at $r<r_n$ must satisfy the bound as well.

The actual functions were scanned from $r_n=1.20$ down to 0.14 bohr in steps of 0.01 bohr. The bound holds down to 0.99 bohr and fails at 0.98 bohr and at every smaller radius scanned. The first failure lies inside $r_n$, in the pseudized density, and not in the shell.

A failing pair can be repaired without disturbing the matching by

$$
\tilde\tau\to\tilde\tau+\delta\,w,\qquad w=(1-s/s_c)^4=u^4 ,
$$

because $w$ and its first three derivatives vanish at $r_c$. The least sufficient amplitude for this shape is

$$
\delta^*=\sup_{r<r_c}\frac{\tau_W-\tilde\tau}{w}.
$$

It is finite if the density is positive and has a continuous gradient. Near $r_c$ the numerator tends to $-D(r_c)<0$ while $w\to0^+$, so the quotient tends to $-\infty$. Away from $r_c$ the numerator is bounded and $w$ is bounded below. With $D(r_c)=0$ this argument is lost.

For $r_n=0.20$ bohr, $\tau_W/\tilde\tau$ reaches 107 and the repair needs $\delta^*=912$ Ha/bohr³. The value at the nucleus becomes $8.4+911.9=920$ Ha/bohr³. The added kinetic energy is

$$
4\pi r_c^3\delta^*\int_0^1x^2(1-x^2)^4dx .
$$

Expanding the fourth power, the integral is $\frac13-\frac45+\frac67-\frac49+\frac1{11}=0.03694$. The addition is therefore $21.71(0.03694)(912)\approx731$ Ha, more than the 281 Ha that the true core has inside $r_c$. The repair is admissible, but it raises $\tilde\tau$ at the nucleus by a factor of about 109. Pseudizing both functions at $r_c$ avoids this cost, as does any $r_n$ between 0.99 and 1.20 bohr in the scan.

## Comparison

The estimate and the solution agree on the verdict in (b) and on the place where the margin is smallest: the computed maximum of $\tau_W/\tilde\tau$ is 0.902, at $r_c$. Just inside $r_c$ the estimate is somewhat too optimistic: at 1.10 bohr it gives 0.758, while the actual ratio is 0.815. The two cross near 1.02 bohr, and at smaller radii the estimate is too pessimistic.

| $r$ (bohr) | estimated ratio | actual ratio |
|---|---|---|
| 0.9 | 0.507 | 0.408 |
| 0.6 | 0.225 | 0.111 |
| 0.3 | 0.056 | 0.021 |

At 0.9 bohr, for instance, the actual value is $0.6844/1.6780=0.408$. The discrepancy can be traced. With $L=\tilde n_u/\tilde n$, dividing the actual ratio by the estimated one gives

$$
\left(\frac{L}{\lambda}\right)^2\frac{\tilde n/n(r_c)}{\tilde\tau/\tau(r_c)} .
$$

As $r\to0$, $L=2.2573(1.44)/1.4217=2.29$ instead of 3.80, so the first factor is 0.362. The second is $26.3/28.1=0.937$. Their product, 0.339, means that the estimate is too large by a factor of 2.9 near the nucleus. Nearly all of this comes from the cubic's logarithmic slope, which near the nucleus is smaller than that of the exponential. Close to $r_c$ it is slightly larger, which is why the estimate errs the other way there. The polynomial $\tilde\tau$ is soft in a similar way: it reaches only $\tilde\tau(0)=8.43$ Ha/bohr³ (1548 eV/Å³) instead of the estimated 13.

In (c) the estimated threshold of 0.94 bohr lies about 0.04 bohr below the actual one. The two numbers need not coincide: the estimate uses approximate functions and tests only the shell $r_n<r<r_c$, whereas the scan uses the actual functions and also tests the region inside $r_n$. With the actual functions the shell condition alone first fails at 0.948 bohr, within 0.01 bohr of the estimate. Most of the difference therefore comes from the region inside $r_n$: for $r_n=0.98$ bohr the shell still satisfies the bound, and the largest ratio, 1.016, occurs at $r=0.90$ bohr.

**Adding the valence electrons.** The functional receives the sum of core and valence. For two positive densities,

$$
\frac{|\nabla n_1|^2}{n_1}+\frac{|\nabla n_2|^2}{n_2}-\frac{|\nabla n_1+\nabla n_2|^2}{n_1+n_2}
=\frac{|n_2\nabla n_1-n_1\nabla n_2|^2}{n_1n_2(n_1+n_2)}\ge0 ,
$$

as putting the left side over a common denominator shows. Thus $\tau_W$ of the sum is at most the sum of the two $\tau_W$. Valence functions built from pseudo orbitals with non-negative occupations obey the bound by themselves, so a valid core pair then guarantees a valid total when the functional receives only these two parts. Smearing schemes that allow negative occupations, such as Methfessel–Paxton, lose this guarantee. PAW variants that also include the compensation charge in the density passed to the functional need a separate check, because that charge has no matching kinetic-energy density. The condition is sufficient, not necessary. With $3s$ and $3p$ orbitals pseudized in the same way at 1.90 bohr, the largest total ratio inside $r_c$ is 0.495. For the unrepaired density with $r_n=0.20$ bohr it is still 106, so the valence electrons do not cure that case.

**What the numbers represent.** The pseudo core has 14.7 Ha of kinetic energy inside $r_c$ against 281.1 Ha for the true core. This is no defect, since $\tilde\tau$ is an auxiliary input to the functional, and its one-centre contribution is subtracted and replaced by that of the true core.

The radial solution was compared with a separate Gaussian-basis calculation for Si⁴⁺. The energies are $-284.4124$ and $-284.4121$ Ha, and $\tau$ at 0.3, 0.6 and 1.2 bohr differs by at most 0.26 %.

Two neglected effects can be sized. Removing all four valence electrons, whereas bonding only redistributes them, lowers the core's $\tau(r_c)$ by 0.96 %. The first-order mass–velocity shift of the $2p$ level is $-0.012$ Ha, 0.35 % of the level; this single term is not the net effect. In a self-consistent spin-free relativistic calculation for Si⁴⁺, which also contains the Darwin term and the indirect change of screening, the $2p$ level moves by less than 0.001 Ha and $\tau(r_c)$ falls by about 0.4 %. Spin–orbit coupling is left out. Neither can reverse the inequality at $r_c$ as long as the core consists of closed shells of scalar orbitals with a nonzero $2p$ function there, because $D>0$ then follows from the identity, whatever equation determines the radial functions. Inside, the coefficients of $G$ should be recomputed whenever the reference core, the radius or the polynomial form is changed. The error of the local-density approximation itself is not estimated here. The remaining values are in the numerical output.

## Computed results

```
LDA total energy, Si atom: -288.1984 Ha
Si4+ energy, radial: -284.4124 Ha
Si4+ energy, Gaussian: -284.4121 Ha
Si4+ largest tau deviation, Gaussian: 0.262 %
level 1s: -65.1844 Ha
level 2s: -5.0751 Ha
level 2p: -3.5149 Ha
core kinetic energy from tau: 282.1862 Ha
core kinetic energy from virial: 282.1862 Ha
radius where core = valence density: 1.213 bohr
r_c: 1.20 bohr = 0.6350 angstrom
core electrons outside r_c: 0.2024
true n(r_c): 0.053970 bohr^-3
true tau(r_c): 0.299809 Ha/bohr^3
true tau_W(r_c): 0.270347 Ha/bohr^3
true excess D(r_c): 0.029463 Ha/bohr^3
coefficient of r^0: n 1.421670 bohr^-3, tau 8.432144 Ha/bohr^3
coefficient of r^2: n -2.257343 bohr^-5, tau -13.500110 Ha/bohr^5
coefficient of r^4: n 1.255321 bohr^-7, tau 7.550983 Ha/bohr^7
coefficient of r^6: n -0.241180 bohr^-9, tau -1.456771 Ha/bohr^9
remainder orders, n and tau: 4.037, 4.037
pseudo tau(0): 8.4321 Ha/bohr^3 = 1548.4 eV/angstrom^3
kinetic energy inside r_c, true: 281.1017 Ha
kinetic energy inside r_c, pseudo: 14.6830 Ha
roots of Q in [0, r_c^2]: 0
largest tau_W/tau inside: 0.9017 at 1.200 bohr
r = 0.3 bohr: tau 7.2778, tau_W 0.1520 Ha/bohr^3
r = 0.6 bohr: tau 4.4822, tau_W 0.4959 Ha/bohr^3
r = 0.9 bohr: tau 1.6780, tau_W 0.6844 Ha/bohr^3
r_c 0.9 bohr: n(0) 5.2826 bohr^-3, tau(0) 33.1905 Ha/bohr^3, max ratio 0.8470, holds True
r_c 1.0 bohr: n(0) 3.4814 bohr^-3, tau(0) 21.4186 Ha/bohr^3, max ratio 0.8706, holds True
r_c 1.5 bohr: n(0) 0.3400 bohr^-3, tau(0) 1.9034 Ha/bohr^3, max ratio 0.9286, holds True
r_c 1.8 bohr: n(0) 0.0774 bohr^-3, tau(0) 0.4106 Ha/bohr^3, max ratio 0.9449, holds True
tau at r_c, largest failing r_n: 0.98 bohr
tau at r_c, smallest holding r_n: 0.99 bohr
hard density r_n: 0.20 bohr, max tau_W/tau: 106.910
smallest repair delta*: 911.895 Ha/bohr^3
repaired tau(0): 920.327 Ha/bohr^3
pseudo valence radius: 1.90 bohr
max tau_W/tau, core + valence: 0.4950
same with the hard density, unrepaired: 106.308
core relaxation, tau(r_c) of Si4+ vs atom: -0.96 %
2p mass-velocity shift: -0.01232 Ha = 0.350 % of the level
```
